# Is a Floating Argon Sheath Collisionless at 1 Pa?

## The decision

To calculate the energy with which ions strike a floating surface, one must decide whether to follow their collisions inside the sheath. If nearly all ions cross freely, energy conservation gives the impact energy. If many collide, their histories must be followed. The choice rests on

$$\delta=\frac{s}{\lambda_i},$$

where $s$ is the sheath thickness and $\lambda_i$ the ion mean free path. The collisionless sheath is the leading order in small $\delta$; the first correction says what that approximation costs.

The case is argon at 1 Pa and 300 K, with electron temperature 3 eV, plasma density $10^{16}\ \mathrm{m^{-3}}$ and ion-neutral cross section $\sigma=100$ Å$^2$, that is $10^{-18}\ \mathrm{m^2}$. The density is taken at the sheath edge; the other reading is treated below. The sheath is plane and steady, and its ions are cold and singly charged. Each collision is taken as a charge exchange that leaves the new ion at rest, so all the kinetic energy is lost. In real argon at these energies charge exchange accounts for only roughly half of the stated cross section, or somewhat less, and elastic scattering removes only part of the energy. The model therefore overstates the energy loss.

## Two lengths

The gas density is $n_g=p/(kT_g)=2.414\times10^{20}\ \mathrm{m^{-3}}$. In a distance $dx$ a fast ion sweeps the volume $\sigma\,dx$ and meets $n_g\sigma\,dx$ atoms on average, so

$$\lambda_i=\frac1{n_g\sigma}=\frac{1}{(2.414\times10^{20})(10^{-18})}\ \mathrm{m}=4.14\ \mathrm{mm}.$$

This treats the atoms as standing still. For an ion of speed $v$ and an atom of velocity $\mathbf w$, the relative speed is about $v-w_\parallel+w_\perp^2/(2v)$. The mean of $w_\parallel$ vanishes and that of $w_\perp^2$ is $2kT_g/M$, so the collision rate rises by the fraction $kT_g/(Mv^2)$. At the sheath-edge speed found below this is 0.9%. The estimate does not cover newborn slow ions.

The algebra now uses atomic units: $e=m_e=\hbar=4\pi\varepsilon_0=1$. Let $T$ be the electron temperature as an energy, $M$ the ion mass and $\phi$ the potential. Maxwell-Boltzmann electrons have density $n e^{\phi/T}$. Against fixed ions of density $n$, Poisson's equation is

$$\phi''=-4\pi(n-ne^{\phi/T})\simeq\frac{4\pi n}{T}\phi,
\qquad \lambda_D=\sqrt{\frac{T}{4\pi n}} .$$

A small disturbance decays as $e^{-x/\lambda_D}$. Here $\lambda_D=0.129$ mm, so $\Lambda=\lambda_i/\lambda_D=32.2$.

## The estimate and its correction

Take "several" to mean five. Then $s=5\lambda_D=0.644$ mm and

$$\delta=\frac{0.644}{4.14}=0.155 .$$

The fraction $P$ of ions that have not collided obeys $dP/dx=-P/\lambda_i$. The colliding fraction is therefore

$$1-e^{-\delta}=\delta-\frac{\delta^2}{2}+\cdots .$$

The first term gives 15.5%; the full expression gives 14.4%, about one ion in seven. The sheath is collisionless as a leading approximation, but a calculation of the low-energy part of the ion distribution must keep the collisions.

With density, temperatures and cross section held fixed, $\lambda_i\propto1/p$. The estimated thickness equals the mean free path at $4.14/0.644=6.4$ Pa (48 mTorr). By this estimate a fraction $1-e^{-1}$, or 63%, would then collide. The single-speed equations used below give a somewhat thinner sheath at that pressure, and about 55%. The collisionless picture has failed in either case.

## The potential drop

Define $\eta=-\phi/T$, $\xi=x/\lambda_D$ and $c_s=\sqrt{T/M}$. Let $u$ be the ion speed divided by $c_s$, and let primes now mean $d/d\xi$. Densities are measured in $n_s$, the ion flux divided by $c_s$, and the zero of potential is set so that the electron density is $e^{-\eta}$.

The one-way electron flux per unit density is

$$\int_0^\infty \frac{v\,e^{-v^2/(2T)}}{\sqrt{2\pi T}}\,dv=\frac{T}{\sqrt{2\pi T}}=\sqrt{\frac{T}{2\pi}} .$$

A floating wall draws no net current. If it emits no electrons, then

$$\sqrt{\frac TM}=e^{-\eta_w}\sqrt{\frac T{2\pi}}
\quad\Rightarrow\quad
\eta_w=\frac12\ln\frac{M}{2\pi}=4.68 ,$$

with $M$ in electron masses. The drop corresponds to an ion energy of 14.0 eV. It does not contain $\lambda_i$: charge exchange conserves the number of ions, so at fixed incoming flux the collisions leave this drop unchanged.

## Where the collisionless sheath begins

Let ions enter at speed $u_0$ where $\eta=0$ and the ion and electron densities are equal. For this test, measure densities, and define $\lambda_D$, by that common density; it equals $n_s$ when $u_0=1$. Without collisions, energy conservation gives $u^2=u_0^2+2\eta$, and constant flux gives the ion density $(1+2\eta/u_0^2)^{-1/2}$. Poisson's equation becomes

$$\eta''=\left(1+\frac{2\eta}{u_0^2}\right)^{-1/2}-e^{-\eta}
\simeq\eta\left(1-\frac1{u_0^2}\right).$$

A sheath that repels electrons needs positive space charge, hence $u_0\ge1$. This is the Bohm condition; here $c_s=2.69\times10^3$ m/s.

At $u_0=1$ the linear terms cancel. The next order is

$$\eta''\simeq\left(1-\eta+\tfrac32\eta^2\right)-\left(1-\eta+\tfrac12\eta^2\right)=\eta^2 .$$

Multiplying by $\eta'$ and integrating from zero field gives $\eta'^2=2\eta^3/3$. The distance from a small value $\eta$ towards the wall then contains

$$\int_\eta \sqrt{\frac32}\,\tilde\eta^{-3/2}\,d\tilde\eta\simeq\sqrt6\,\eta^{-1/2},$$

which diverges as $\eta\to0$. The strictly collisionless sheath has no definite outer edge, so its thickness depends on a convention.

One convention keeps the part with most of the voltage. Neglect the electrons and the initial ion energy, so that $\eta''=(2\eta)^{-1/2}$. Multiply by $\eta'$ and integrate from zero field:

$$\frac{\eta'^2}{2}=\sqrt{2\eta},\qquad \eta'=\sqrt2\,(2\eta)^{1/4}.$$

With $y=2\eta$ and $d\eta=dy/2$,

$$\frac{s_C}{\lambda_D}=\frac1{2\sqrt2}\int_0^{2\eta_w}y^{-1/4}dy
=\frac{\sqrt2}{3}(2\eta_w)^{3/4}=2.52 .$$

This Child thickness is 0.325 mm, or $0.078\,\lambda_i$, and 7.5% of the ions collide within it.

## Collisions supply the edge

Before the sheath lies the presheath, where the ions gain their entrance speed. With ionization neglected there, the flux is constant. An ion collides at the rate $v/\lambda_i$ and loses momentum $Mv$ each time. If all ions at one place share one speed, momentum balance reads

$$v\frac{dv}{dx}=-\frac1M\frac{d\phi}{dx}-\frac{v^2}{\lambda_i}.$$

In scaled variables, with $F=\eta'$,

$$uu'=F-\frac{u^2}{\Lambda},\qquad F'=\frac1u-e^{-\eta}.$$

Far from the wall the plasma is nearly neutral, so $1/u=e^{-\eta}$, $\eta=\ln u$ and $F=u'/u$. Substitution gives

$$u'\left(\frac1u-u\right)=\frac{u^2}{\Lambda}
\quad\Rightarrow\quad
\frac{d\xi}{\Lambda}=\left(\frac1{u^3}-\frac1u\right)du .$$

The distance from speed $u_1$ to $u_2$ is therefore

$$\lambda_i\left[\frac1{2u_1^2}-\frac1{2u_2^2}-\ln\frac{u_2}{u_1}\right].$$

From $u=1/2$ to $1$, over which the density halves, the bracket is $2-0.5-0.693=0.807$ and the distance is 3.34 mm. The full equations give 3.6 mm. Thus the presheath is collisional even though most ions cross the sheath without colliding.

The neutral solution has infinite $u'$ at $u=1$, so space charge must enter there. Near that point $u^2\simeq1$ in the friction term. With a suitable origin of $\xi$, integration of the momentum equation gives $u^2/2\simeq1/2+\eta-\xi/\Lambda$. Put $a=\eta-\xi/\Lambda$. Then

$$\eta''\simeq\left(1-a+\tfrac32a^2\right)-\left(1-\eta+\tfrac12\eta^2\right)
\simeq\eta^2+\frac{\xi}{\Lambda},$$

where $\xi/\Lambda$ has been neglected beside $\eta$ in the quadratic terms. The three terms balance when $\eta/\xi^2\sim\eta^2\sim\xi/\Lambda$, hence $\eta\sim\Lambda^{-2/5}$ and $\xi\sim\Lambda^{1/5}$. This supports the neglect, since $\xi/\Lambda\sim\Lambda^{-4/5}$ is the smaller quantity at large $\Lambda$.

In the single-speed model, collisions thus cut off the divergence at a distance of order $\Lambda^{1/5}\lambda_D$. Here $\Lambda^{1/5}\simeq2$, with an undetermined factor of order one. At fixed $\eta_w$, a thickness of this order makes $\delta\sim\Lambda^{-4/5}$, which still tends to zero. These powers belong to the single-speed model: slow newborn ions add charge that it omits, and the powers need not hold when those ions are counted.

## The sheath from the Bohm point

Let the edge now be the point where $u=1$ in the full equations. Numerical integration from the slow presheath to $\eta=\eta_w$ gives a thickness of $6.71\,\lambda_D$, or 0.864 mm. Hence $\delta=0.864/4.14=0.209$, and 18.8% of the ions collide.

To isolate friction inside the sheath, switch it off beyond the Bohm point while keeping the potential and field there, $\eta_0=0.0475$ and $F_0=0.125$. Then $u^2=1+2(\eta-\eta_0)$. Multiplying Poisson's equation by $F$ and integrating gives

$$F^2=F_0^2+2\left[\sqrt{1+2(\eta-\eta_0)}-1+e^{-\eta}-e^{-\eta_0}\right].$$

The thickness $\int_{\eta_0}^{\eta_w}d\eta/F$ is $7.27\,\lambda_D$. In this single-speed model friction therefore thins the sheath by about 8%, relative to the frictionless value. At constant flux, slower ions are denser; their added positive charge steepens the field, and the wall potential is reached sooner.

The single-speed model limits this figure. After charge exchange, slow and fast ions coexist. Their density is the flux times the flux-weighted mean of $1/v$, which is at least the flux divided by the flux-weighted mean speed. The single-speed model takes the two as equal, so it misses some ion charge at a given value of this mean speed. The electric force acts on the missing charge too, so in the same potential the model's speed is slightly below the true mean; this offsets part of the missing density. If the newborn ions are counted separately, with the same single-speed entrance, potential and field at the Bohm point, the thickness is about $6.2\,\lambda_D$ and the thinning about 15%. For this entrance state the 8% is thus an underestimate, though the sheath remains much thinner than the mean free path. A different spread of entrance speeds would change the thickness.

## The correction to the impact energy

Suppose every ion enters at the Bohm point with energy $T/2$. An ion that never collides arrives with $W_0=T(1/2+\eta_w-\eta_0)$. An ion whose last collision was at $x$ arrives with $T[\eta_w-\eta(x)]$. Since the flux is constant, the fraction with a last collision in $dx$ is $(dx/\lambda_i)e^{-(s-x)/\lambda_i}$. The mean impact energy is

$$\overline W=e^{-\delta}W_0+\int_0^s\frac{dx}{\lambda_i}\,
e^{-(s-x)/\lambda_i}\,T[\eta_w-\eta(x)] .$$

To first order, replace $e^{-\delta}$ by $1-\delta$ and the exponential in the integral by 1. Writing $\delta W_0=\int_0^s W_0\,dx/\lambda_i$ then gives

$$\overline W\simeq W_0-\frac1{\lambda_i}\int_0^s
T\left[\tfrac12+\eta(x)-\eta_0\right]dx .$$

The bracket times $T$ is the kinetic energy of an uncollided ion at $x$. The fractional loss is thus $\delta$ times the space-averaged kinetic energy divided by $W_0$, which is less than $\delta$ because ions are slower inside the sheath than at the wall.

In the example $W_0=3(0.5+4.68-0.0475)=15.4$ eV. The full integral, with the potential computed above, gives $\overline W=14.3$ eV, a loss of 7.3% relative to $W_0$. A simulation of 100,000 ions, stepped through 400 slabs of the same potential, also gave 14.3 eV and 18.8% collided. These figures assume a single entrance energy. If the ions are instead followed through the collisional presheath in the same potential, they reach the Bohm point with a mean energy of about $0.67\,T$ and the wall with 14.7 eV, which is 4.6% below $W_0$. For the mean energy the collisionless answer is thus good to several per cent within the model. It cannot supply the low-energy ions, nor the spread of speeds that the collisional presheath creates before the edge.

## Real discharges

These parameters resemble, in rough terms, a low-pressure inductively coupled argon discharge used for etching; the density is towards the low end for such sources. Three departures need checking.

First, a quoted density may belong to the bulk. If the edge density is 0.3 of it, $\lambda_D$ grows to $0.129/\sqrt{0.3}=0.235$ mm. Five Debye lengths are then $0.284\,\lambda_i$. In the single-speed model the Bohm-point thickness is 1.36 mm, or $0.33\,\lambda_i$, and 28% of the ions collide: "collisionless" has become a coarse approximation.

Second, etching surfaces are often biased rather than floating. For a steady drop of 100 V at the original edge density, $s_C\propto\eta_w^{3/4}$ gives $0.325(100/14.0)^{3/4}\simeq1.4$ mm, or about $0.34\,\lambda_i$. That is the Child thickness alone. Measured from the Bohm point, the single-speed equations give about 2.2 mm, or $0.52\,\lambda_i$, and about 41% of the ions collide. An oscillating bias needs a separate treatment.

Third, electrons ionize some gas in the sheath. Take a constant cross section $\sigma_{iz}$ of 3 Å$^2$ above a threshold $U$ of 15.8 eV, both rough values. The true cross section rises gradually from zero at the threshold and comes near 3 Å$^2$ only at much higher energy, while most ionizing electrons here are just above the threshold. The constant value therefore overestimates the ionization. With mean electron speed $\bar v$, the Maxwellian average is

$$K=\sigma_{iz}\bar v\int_{U/T}^\infty te^{-t}dt
=\sigma_{iz}\bar v\left(1+\frac UT\right)e^{-U/T}.$$

The added flux, $n_gK\int n_e\,dx$ over the original Bohm-point sheath, comes to about 4% of the entering ion flux. The true share is smaller, so this effect is minor inside the sheath. It is larger in the presheath, which is longer and denser and where ionization was also neglected. With the constant cross section included in the single-speed equations from $u=1/2$ onward, the Bohm-point thickness falls from $6.71$ to about $5.8\,\lambda_D$. With a rate some eight times smaller, closer to real argon at 3 eV, it is about $6.6\,\lambda_D$, and the flux grows by roughly 5% between $u=1/2$ and $1$. The constant-flux presheath is thus a fair picture only within about a mean free path of the edge.

For the stated floating sheath the five-Debye-length estimate is $s\simeq0.64$ mm ($6.4\times10^6$ Å), the single-speed thickness from the Bohm point is 0.864 mm, and $\lambda_i=4.14$ mm ($4.14\times10^7$ Å). The numerical output below gives most of the other values.

## Calculated quantities

```
Gas pressure: 1 Pa
Gas temperature: 300 K
Electron temperature: 3 eV
Sheath-edge plasma density: 1e+16 m^-3
Ion-neutral cross section: 100 angstrom^2
Argon mass: 39.95 u
Gas density: 2.414e+20 m^-3
Ion mean free path: 4.14 mm
Ion mean free path, converted: 4.14e+07 angstrom
Debye length: 0.129 mm
Debye length from numerical Poisson: 0.129 mm
Mean free path / Debye length: 32.2
Debye lengths taken as 'several': 5
Estimated sheath thickness: 0.644 mm
Estimated thickness, converted: 6.44e+06 angstrom
Estimated thickness / mean free path: 0.155
Collision chance, estimate: 14.4 %
Pressure where estimate = mean free path: 6.43 Pa
Same pressure, converted: 48.3 mTorr
Bohm speed: 2.69e+03 m/s
Wall drop / Te: 4.68
Wall drop as ion energy: 14 eV
Child thickness / Debye length: 2.52
Child thickness: 0.325 mm
Child thickness / mean free path: 0.0784
Collision chance, Child: 7.54 %
Bohm point to wall / Debye length: 6.71
Bohm point to wall: 0.864 mm
Bohm point to wall / mean free path: 0.209
Collision chance from Bohm point: 18.8 %
Same chance, particle steps: 18.8 %
eta at Bohm point: 0.0475
Field at Bohm point (Te per Debye length): 0.125
Frictionless thickness / Debye length: 7.27
Thinning by friction: 7.65 %
Wall ion energy without collisions: 15.4 eV
Mean wall ion energy with collisions: 14.3 eV
Same mean energy, particle steps: 14.3 eV
Mean energy loss: 7.3 %
Presheath u=0.5 to 1, quasineutral: 3.34 mm
Presheath u=0.5 to 1, full equations: 3.6 mm
Collision rate rise by neutral motion: 0.862 %
Ionization threshold (rough): 15.8 eV
Ionization cross section (rough): 3 angstrom^2
Ions made in sheath / ion flux: 3.57 %
Edge-to-bulk ratio, sensitivity case: 0.3
Debye length, sensitivity case: 0.235 mm
Five Debye lengths / path, that case: 0.284
Bohm point to wall, that case: 1.36 mm
Bohm point to wall / path, that case: 0.329
Collision chance, that case: 28 %
```
